# The effective mass in the field ionization of a silicon donor, part 1

(Sections cited here and not found follow in the second part.)

## First half: one valley in a uniform field

**Setting.** A donor in silicon binds an electron whose envelope function belongs to an ellipsoidal conduction valley. Wave vectors are measured from the valley minimum and energies from the valley edge. The inverse mass tensor \(W\) is symmetric and positive definite, and the mass tensor is \(M=W^{-1}\). On the axes of the ellipsoid \(M\) is diagonal, with one longitudinal mass \(m_l\) and two transverse masses \(m_t\).

An electric field of magnitude \(F\) exerts a force of magnitude \(f=eF\) on the electron. The unit vector \(\mathbf n\) points along this force, and \(z=\mathbf n\cdot\mathbf r\) is the distance from the donor in that direction. Outside a small core the Hamiltonian is taken to be

\[
H=\tfrac12\,\mathbf p\cdot W\cdot\mathbf p-fz .
\]

The attraction of the ionized donor outside the core is left out here and restored in part (g). The donor level lies at \(E=-E_b\), with binding energy \(E_b>0\). All comparisons are made at fixed \(E_b\) and fixed \(F\) unless another condition is stated.

### (a) Which mass governs the motion along the force?

*The momentum across the force is conserved outside the core. Use this to reduce the problem to one dimension for an arbitrary direction \(\mathbf n\), and identify the mass that appears.*

**Solution.** Split the momentum into a component \(p\) along \(\mathbf n\) and a vector \(\hbar\mathbf k\) across it. Split \(W\) in the same way. Let \(w_F=\mathbf n\cdot W\cdot\mathbf n\), let \(\mathbf w\) be the part of \(W\mathbf n\) perpendicular to \(\mathbf n\), and let \(W_\perp\) be the remaining two-by-two block. Then

\[
\tfrac12\mathbf p\cdot W\cdot\mathbf p
=\tfrac12\left[w_Fp^2+2p\,\hbar\,\mathbf w\cdot\mathbf k+\hbar^2\mathbf k\cdot W_\perp\cdot\mathbf k\right].
\]

The terms containing \(p\) are completed to a square by adding and subtracting \(\hbar^2(\mathbf w\cdot\mathbf k)^2/w_F\) inside the bracket:

\[
\tfrac12\mathbf p\cdot W\cdot\mathbf p
=\frac{w_F}{2}\left(p+\frac{\hbar\,\mathbf w\cdot\mathbf k}{w_F}\right)^2+T_k,
\]
\[
T_k=\frac{\hbar^2}{2}\,\mathbf k\cdot Q\cdot\mathbf k,\qquad
Q=W_\perp-\frac{\mathbf w\mathbf w^{T}}{w_F}.
\]

The energy \(T_k\) is positive for every \(\mathbf k\ne0\). To see this, choose \(p\) so that the square vanishes. The whole kinetic energy is then \(T_k\), and it is positive because \(W\) is positive definite.

The potential depends on \(z\) alone, so \(\mathbf k\) is a constant. The real shift of \(p\) is removed by a phase factor \(\exp(-i z\,\mathbf w\cdot\mathbf k/w_F)\) in the wave function, which does not affect its magnitude. What remains is one-dimensional motion with mass

\[
\boxed{\;\frac1{m_F}=\mathbf n\cdot W\cdot\mathbf n\;}
\]

and energy \(-E_b-T_k\). This is the precise meaning of "the mass along the field". On a principal axis of the valley it is the ordinary mass, \(m_l\) or \(m_t\). In any other direction it differs from \(\mathbf n\cdot M\cdot\mathbf n\), and part (f) shows what that difference means.

### (b) What is the tunnelling exponent for \(\mathbf k=0\)?

*Find the exponent \(S\) of the escape rate from the decay of the wave function between the donor and the point where the electron is classically free.*

**Solution.** For \(\mathbf k=0\) the energy equation is \(p^2/(2m_F)=-E_b+fz\). It is negative for \(z<E_b/f\), so \(p=i\hbar\kappa\) there, with

\[
\kappa(z)=\frac{\sqrt{2m_F(E_b-fz)}}{\hbar}.
\]

The semiclassical amplitude falls as \(\exp(-\int\kappa\,dz)\). The rate is proportional to the squared amplitude at the exit \(z=E_b/f\), which doubles the exponent:

\[
S=2\int_0^{E_b/f}\kappa\,dz
=\frac{2\sqrt{2m_F}}{\hbar}\int_0^{E_b/f}\sqrt{E_b-fz}\;dz .
\]

With \(u=E_b-fz\) and \(dz=-du/f\), the last integral is \(\frac1f\int_0^{E_b}u^{1/2}du=\frac{2}{3f}E_b^{3/2}\). Hence

\[
\boxed{\;S=\frac{4\sqrt{2m_F}\,E_b^{3/2}}{3\hbar eF}\;}
\]

In terms of the decay constant at the donor, \(\kappa_0=\sqrt{2m_FE_b}/\hbar\), the same result reads

\[
S=\frac43\,\frac{\kappa_0E_b}{f}.
\]

The barrier is a triangle of height \(E_b\) and length \(E_b/f\). The mass leaves its shape alone and changes only the decay constant, which is proportional to \(\sqrt{m_F}\) at every point.

Two details do not affect the leading term. If the integral starts at a small core radius \(a\) instead of zero, \(S\) changes by about \(2\kappa_0a\), which does not grow as \(F\to0\). If \(E_b\) is the zero-field value and the level has a quadratic Stark shift \(\delta E\propto F^2\), the binding energy becomes \(E_b-\delta E\) and the change is \(\delta S=-\frac32S\,\delta E/E_b\), which is positive for a level that moves down. This is proportional to \(F\) and vanishes in the same limit.

### (c) Do the other transverse momenta change the exponent?

*The bound state contains a range of \(\mathbf k\). Add their contributions to the rate for \(S\gg1\).*

**Solution.** A component with transverse wave vector \(\mathbf k\) has the same barrier with \(E_b\) replaced by \(E_b+T_k\). Its exponent is

\[
S(\mathbf k)=S\left(1+\frac{T_k}{E_b}\right)^{3/2}\ge S .
\]

Different \(\mathbf k\) are orthogonal, so their outgoing fluxes add. Let \(g(\mathbf k)\) be the smooth weight supplied by the core, nonzero at \(\mathbf k=0\), as for an s-like ground state. For large \(S\) the integral over \(\mathbf k\) is dominated by small \(T_k\), where \(S(\mathbf k)\approx S+3ST_k/(2E_b)\). Therefore

\[
\int d^2k\,g(\mathbf k)e^{-S(\mathbf k)}
\approx g(0)\,e^{-S}\int d^2k\,
\exp\!\left(-\frac{3S\hbar^2}{4E_b}\mathbf k\cdot Q\cdot\mathbf k\right).
\]

The two-dimensional Gaussian formula \(\int d^2k\,e^{-\mathbf k\cdot B\cdot\mathbf k}=\pi/\sqrt{\det B}\) gives

\[
\int d^2k\,g(\mathbf k)e^{-S(\mathbf k)}\approx
g(0)\,e^{-S}\,\frac{4\pi E_b}{3\hbar^2S\sqrt{\det Q}} .
\]

The factor \(1/S\) is proportional to \(F\). It contributes \(\ln F\) to the logarithm of the rate, while \(S\) itself grows as \(1/F\). Thus

\[
\ln(\text{rate})=-S+O(\ln F)\qquad(F\to0).
\]

For a field on a principal axis, the masses across the field enter through \(Q\) and through the core weight \(g\). They are absent from the leading exponent.

### (d) Does an exactly solvable well give the same exponent?

*Replace the core by an attractive delta well in one dimension, with mass \(m\). Find the complex resonance energy in a weak field without using the semiclassical integral of part (b).*

**Solution.** Write \(A=\hbar^2/(2m)\). The equation is

\[
-A\psi''-\lambda\delta(z)\psi-fz\psi=E\psi .
\]

Integration across the origin gives the jump condition \(\psi'(0^+)-\psi'(0^-)=-(\lambda/A)\psi(0)\). Without a field \(\psi=e^{-\kappa_0|z|}\), whose slope jumps by \(-2\kappa_0\). Hence \(\lambda=2A\kappa_0\), with \(E_b=A\kappa_0^2\).

With the field, define

\[
l=\left(\frac Af\right)^{1/3},\qquad \xi=-\frac{E}{fl},\qquad x=\xi-\frac zl .
\]

Away from the origin \(\psi''=-(E+fz)\psi/A\). Since \(fl^3=A\), this becomes \(d^2\psi/dx^2=x\psi\), the Airy equation.

On the left, \(z\to-\infty\) means \(x\to+\infty\), and the decaying solution is \(\mathrm{Ai}(x)\). On the right, \(x\to-\infty\). With \(\eta=\frac23|x|^{3/2}\), the functions \(\mathrm{Ai}\) and \(\mathrm{Bi}\) there behave as \(\sin(\eta+\pi/4)\) and \(\cos(\eta+\pi/4)\), with a common amplitude. The combination

\[
\mathcal C(x)=\mathrm{Bi}(x)+i\,\mathrm{Ai}(x)
\]

therefore behaves as \(e^{i(\eta+\pi/4)}\). Because \(\eta\) grows with \(z\), this is the outgoing wave.

A function continuous at the origin is \(\mathrm{Ai}(x)\,\mathcal C(\xi)\) for \(z<0\) and \(\mathrm{Ai}(\xi)\,\mathcal C(x)\) for \(z>0\). Since \(d/dz=-(1/l)\,d/dx\), its slope jumps by

\[
-\frac1l\left[\mathrm{Ai}(\xi)\mathcal C'(\xi)-\mathrm{Ai}'(\xi)\mathcal C(\xi)\right]
=-\frac1{\pi l}.
\]

In the bracket the terms with two factors \(\mathrm{Ai}\) cancel. The rest is the Wronskian of \(\mathrm{Ai}\) and \(\mathrm{Bi}\), which is constant because the Airy equation has no first-derivative term. Its value \(1/\pi\) follows from the large-argument forms given next. Equating the jump to \(-2\kappa_0\,\mathrm{Ai}(\xi)\mathcal C(\xi)\) yields

\[
\pi\,\mathrm{Ai}(\xi)\left[\mathrm{Bi}(\xi)+i\,\mathrm{Ai}(\xi)\right]=\frac1{2\kappa_0l}.
\]

This condition is exact for the model. In a weak field \(\xi\) is large. With \(\zeta=\frac23\xi^{3/2}\),

\[
\mathrm{Ai}\approx\frac{e^{-\zeta}}{2\sqrt\pi\,\xi^{1/4}},\qquad
\mathrm{Bi}\approx\frac{e^{\zeta}}{\sqrt\pi\,\xi^{1/4}} .
\]

The condition becomes

\[
\frac1{2\sqrt\xi}\left(1+\frac i2e^{-2\zeta}\right)=\frac1{2\kappa_0l}.
\]

Solving for \(\sqrt\xi\) and squaring, to first order in the small exponential, gives \(\xi=\kappa_0^2l^2(1+ie^{-2\zeta})\). Then \(E=-fl\xi\), and \(fl\,\kappa_0^2l^2=A\kappa_0^2=E_b\), so

\[
E=-E_b\left(1+ie^{-2\zeta}\right).
\]

In the exponent it suffices to use \(\xi=\kappa_0^2l^2\):

\[
2\zeta=\frac43\kappa_0^3l^3=\frac43\frac{\kappa_0^3A}{f}=\frac43\frac{\kappa_0E_b}{f}=S .
\]

The probability decays as \(e^{-\Gamma t/\hbar}\) with \(\Gamma=-2\,\mathrm{Im}\,E\), hence

\[
\boxed{\;\Gamma=2E_b\,e^{-S}\left[1+O(1/S)\right]\;}
\]

The stated correction has two sources. The next term in \(\mathrm{Ai}^2\) is smaller by \(1/\zeta\). The product \(\mathrm{Ai}\,\mathrm{Bi}\) has a relative correction of order \(\xi^{-3}\), which shifts \(\xi\) and so changes \(2\zeta\) by order \(\xi^{-3/2}\), again of order \(1/S\).

### (e) How large is the difference between the silicon valley axes?

*Take \(m_l=0.92\,m_0\), \(m_t=0.19\,m_0\), \(E_b=45\) meV and \(F=0.010\) MV/cm. These are rough typical values for a shallow donor, with a field below the closing of its barrier. Compare fields along the longitudinal and transverse axes of one valley.*

**Solution.** At fixed \(E_b\) and \(F\) all factors except the mass cancel:

\[
\boxed{\;\frac{S_l}{S_t}=\sqrt{\frac{m_l}{m_t}}=\sqrt{\frac{0.92}{0.19}}\approx2.20\;}
\]

For the separate values, use \(\hbar^2/(2m_0)=0.03810\) eV nm². The decay constants at the donor are

\[
\kappa_{0,l}=\sqrt{\frac{0.045\times0.92}{0.03810}}=1.042\ \text{nm}^{-1},
\]
\[
\kappa_{0,t}=\sqrt{\frac{0.045\times0.19}{0.03810}}=0.474\ \text{nm}^{-1}.
\]

The force is 0.0010 eV/nm, so the exit lies at \(E_b/f=45\) nm. Then \(S=\frac43\kappa_0(45\ \text{nm})\) gives \(S_l=62.5\) and \(S_t=28.4\).

The factor 2.2 belongs to the exponents. The corresponding exponentials differ by \(e^{34.1}\), or nearly fifteen powers of ten.

Solving the exact condition of part (d) at this field gives widths of \(6.08\times10^{-29}\) eV for the heavy mass and \(3.91\times10^{-14}\) eV for the light one. Relative to \(2E_be^{-S}\) they are 0.982 and 0.960. The two shortfalls, multiplied by their own \(S\), are both about 1.1, as expected of a correction of order \(1/S\).

The slope of \(-\ln\Gamma\) against \(1/F\) near 0.005 MV/cm is a test of the exponent alone. It is 0.6254 MV/cm for the heavy mass and 0.2841 MV/cm for the light one, against 0.6254 and 0.2842 MV/cm from the formula for \(SF\).

## Second half: paths, the donor charge, strain and devices

**Symbols and results carried over.** The force \(f=eF\) points along \(\mathbf n\), and \(z=\mathbf n\cdot\mathbf r\). The tensor \(W\) is the inverse of the mass tensor \(M\). An electron bound by \(E_b\) below its valley edge has the leading rate exponent

\[
S=\frac{4\sqrt{2m_F}E_b^{3/2}}{3\hbar f}=\frac43\frac{\kappa_0E_b}{f},
\]

where \(1/m_F=\mathbf n\cdot W\cdot\mathbf n\) and \(\kappa_0=\sqrt{2m_FE_b}/\hbar\). For the silicon example, with \(E_b=45\) meV and \(F=0.010\) MV/cm, \(S_l=62.5\) for the longitudinal mass 0.92 \(m_0\) and \(S_t=28.4\) for the transverse mass 0.19 \(m_0\). A delta well has the width \(\Gamma\approx2E_be^{-S}\).

### (f) Along which path does the electron leave when the field is tilted?

*Consider all paths from the donor to the exit surface \(fz=E_b\). Find the one with the least barrier action, and compare it with a straight path along the field.*

**Solution.** Under the barrier write the wave function as \(e^{-\sigma}\), with local decay vector \(\mathbf q=\nabla\sigma\). To leading semiclassical order

\[
\frac{\hbar^2}{2}\,\mathbf q\cdot W\cdot\mathbf q=E_b-fz .
\]

For a step \(d\mathbf r\), the Cauchy–Schwarz inequality gives \(\mathbf q\cdot d\mathbf r\le\sqrt{\mathbf q\cdot W\cdot\mathbf q}\,\sqrt{d\mathbf r\cdot M\cdot d\mathbf r}\), with equality when \(d\mathbf r\) is parallel to \(W\mathbf q\). The rate exponent is therefore the minimum over paths of

\[
\mathcal S=\frac2\hbar\int\sqrt{2(E_b-fz)}\;\sqrt{d\mathbf r\cdot M\cdot d\mathbf r}.
\]

Introduce scaled coordinates \(\mathbf r'=M^{1/2}\mathbf r\), so that the last square root is the ordinary length \(|d\mathbf r'|\). The step along the force is

\[
dz=\mathbf n\cdot W^{1/2}d\mathbf r'\le\sqrt{\mathbf n\cdot W\cdot\mathbf n}\;|d\mathbf r'|=\frac{|d\mathbf r'|}{\sqrt{m_F}} .
\]

Hence \(|d\mathbf r'|\ge\sqrt{m_F}\,dz\). Every path must pass each value of \(z\) between 0 and \(E_b/f\) at least once, and turning back only adds to the action. Therefore

\[
\mathcal S\ge\frac2\hbar\int_0^{E_b/f}\sqrt{2m_F(E_b-fz)}\;dz=S .
\]

Equality requires \(d\mathbf r'\) parallel to \(W^{1/2}\mathbf n\), which means

\[
\boxed{\;d\mathbf r\parallel W\mathbf n\;}
\]

The best path is straight, but it leans towards the light axis. It coincides with the field direction when \(\mathbf n\) is an eigenvector of \(W\), that is, on a principal axis.

For a field at 45 degrees to the heavy axis, in a plane containing that axis,

\[
\frac{m_0}{m_F}=\frac12\left(\frac1{0.92}+\frac1{0.19}\right)=3.175,\qquad m_F=0.315\,m_0 ,
\]

and \(S=36.6\). A straight path along the field would instead carry the mass \(\mathbf n\cdot M\cdot\mathbf n=\frac12(0.92+0.19)m_0=0.555\,m_0\) and an action of 48.6. A numerical minimization over curved paths, given no knowledge of \(m_F\), returned 36.59.

The same case tests part (a). In the plane considered, a transverse wave vector of 0.2 nm⁻¹ adds \(T_k=2.75\) meV to the effective binding. The exponent should rise to \(36.6\,(1+2.75/45)^{3/2}\approx40.0\), and direct integration of the decay constant gives 40.0.

For one valley without the donor's Coulomb tail, the leading tunnelling exponent at fixed binding energy and field is set by the mass \(m_F\), and the best path is straight along \(W\mathbf n\). What remains is to restore the attraction of the ionized donor, to treat silicon's six valleys with and without strain, and to examine temperature and the comparison with real devices.

Numbers in the example were calculated in double precision.
